Thickness for the (111)-to-(001) texture switch in a strained cubic film

**Q:** I am told that a thin fcc film on a substrate may prefer (111) planes parallel to its surface, and a thicker one (001). Why should thickness matter to a crystal's orientation?

**A:** One explanation is that two energies compete, and only one of them grows with thickness. A film has a surface and an interface whatever its thickness, and their energies depend on which lattice plane lies in the film. Elastic energy is stored throughout the volume.

Let me fix the setting. The film is a cubic crystal of thickness h, bonded to a substrate so thick that it dictates the in-plane strain. This elastic strain is ε in every in-plane direction, and it is the same whichever texture the film has. The outer face carries no traction, and elasticity is linear. I compare two whole films containing the same amount of material, one with (111) planes parallel to the substrate and one with (001). Let γ be the sum of surface and interface energy per area, and W the strain energy per volume. The energy per area is

F = γ + h W.

If one texture has the lower γ and the other the lower W, the lines F(h) cross.

**Q:** You need W for each texture. Young's modulus is for pulling a bar, not for a film stretched both ways.

**A:** So we define the modulus for this loading. When the in-plane stress is the same in all directions, call it σ = Mε. There is no stress on the outer face, so only the two in-plane directions contribute:

W = ½(σε + σε) = σε = Mε².

The factor ½ is cancelled by the two directions. For a general orientation the in-plane stress need not be equibiaxial, and I then define M as W/ε².

**Q:** How do you find M when the crystal may also shear or tilt out of the plane?

**A:** By letting it do so freely. Let n be the unit normal of the film, written in the cube axes. Every strain with the prescribed in-plane part has the form

e = εI + ½(a⊗n + n⊗a),

where I is the unit tensor and a is any vector. The added term has no in-plane components, because n is perpendicular to every in-plane direction. The three components of a supply the three strains that the substrate does not fix.

A cubic crystal under the strain εI has the stress εK I, with K = C11 + 2C12. Insert e into ½ e:C:e. The square of the first part gives ½ε²·3K, the cross term gives εK a·n, and the last part is quadratic in a:

W = (3/2)Kε² + εK a·n + ½ a·Γa.

Here Γ_ik is the sum of C_ijkl n_j n_l over j and l. For a cubic crystal

Γ_ii = C44 + (C11 − C44)n_i²  (no sum),
Γ_ij = (C12 + C44)n_i n_j  for i ≠ j.

Stability of the crystal requires C44 > 0, C11 − C12 > 0 and K > 0. It makes Γ positive definite, since ½ a·Γa is the energy of a real strain. Setting the derivative with respect to a to zero gives

εK n + Γa = 0, so a = −εK Γ⁻¹n.

The left side of the first equation is the traction on the outer face, so the minimum is the traction-free state. There ½ a·Γa = −½εK a·n, and therefore

W = (3/2)Kε² + ½εK a·n = (3/2)Kε² − ½K²ε² n·Γ⁻¹n,

M(n) = (K/2)(3 − K n·Γ⁻¹n).

**Q:** That still contains an inverse matrix. What does it give for the two textures?

**A:** Both normals are eigenvectors of Γ, so the inverse is immediate. For n = (0,0,1), Γn = C11 n, and

M001 = (K/2)(3 − K/C11)
= (K/2)(3C11 − C11 − 2C12)/C11
= K(C11 − C12)/C11.

For n = (1,1,1)/√3, each row of Γ sums to

C44 + (C11 − C44)/3 + 2(C12 + C44)/3 = (K + 4C44)/3.

Hence

M111 = (K/2)[3 − 3K/(K + 4C44)] = 6K C44/(K + 4C44).

In both cases a is parallel to n, so there is no out-of-plane shear. The in-plane stress is equibiaxial for a separate reason: n is a fourfold or threefold symmetry axis of the crystal, and a stress with two unequal in-plane principal values would change under that rotation.

**Q:** A real textured film has grains rotated about the normal by random angles. Does that spoil the calculation?

**A:** Not for these two textures. An equibiaxial stress looks the same after rotation about n, and so does the out-of-plane strain. Neighbouring grains of one texture therefore fit together and exert matching forces on each other. A (111) grain beside a (001) grain is different: their stresses differ, and both are disturbed within a distance of order h from their boundary. The comparison is thus for whole films, or for grains much wider than h.

**Q:** Is (001) the softer texture in every cubic crystal?

**A:** No. Subtract the moduli:

M111 − M001 = (K²/2)[1/C11 − 3/(K + 4C44)]
= (K²/2)(K + 4C44 − 3C11)/[C11(K + 4C44)].

In the numerator, K + 4C44 − 3C11 = 4C44 − 2C11 + 2C12 = 2D, with

D = 2C44 − C11 + C12.

So

M111 − M001 = K²D/[C11(K + 4C44)].

Everything but D is positive. (001) is softer than (111) when D > 0. For D = 0 the crystal is elastically isotropic and strain does not distinguish the textures. For D < 0 the order is reversed.

**Q:** Then take D > 0 and give me the thickness.

**A:** Write Δγ = γ001 − γ111. The difference between the two films is

F001 − F111 = Δγ − (M111 − M001)ε²h.

With Δγ > 0 it starts positive at small h and falls along a straight line, so it vanishes once, at

h_c = Δγ/[(M111 − M001)ε²]
= Δγ C11(K + 4C44)/(K²Dε²).

Below h_c the (111) film has the lower energy, above it the (001) film. The sign of ε does not matter: tension and compression act alike. As ε or D goes to zero, h_c goes to infinity and (111) is favoured at every thickness. If Δγ < 0 while D > 0, (001) has both advantages and there is no switch. If D < 0 and Δγ > 0, (111) has both.

**Q:** You compared two orientations out of infinitely many. Perhaps something between them is softer still.

**A:** For D > 0 nothing is softer than (001) or stiffer than (111). Since M falls as q = n·Γ⁻¹n rises, I need bounds on q.

For the stiff end, the Cauchy–Schwarz inequality applied to Γ^½n and Γ^(−½)n gives 1 ≤ (n·Γn)q. Let s be the sum of n_i²n_j² over the three pairs i < j. The sum of n_i⁴ is 1 − 2s, because the n_i² add up to 1. Therefore

n·Γn = C44 + (C11 − C44)(1 − 2s) + 2(C12 + C44)s
= C11 + 2Ds.

The sum of three squares is at least the sum of their pair products, so 1 − 2s ≥ s, or s ≤ 1/3. Thus

n·Γn ≤ C11 + 2D/3 = (K + 4C44)/3,

and q ≥ 3/(K + 4C44), which is the value for (111).

For the soft end, take any vector a, and for each pair put u = a_i n_j and v = a_j n_i. Collecting terms,

a·Γa − C11(a·n)²
= C44 Σ_i a_i²(1 − n_i²) + 2(C12 + C44 − C11) Σ_{i<j} uv
= Σ_{i<j} [C44(u² + v²) + 2(D − C44)uv].

The last line uses 1 − n_i² = the sum of the other two n_j², and C12 + C44 − C11 = D − C44. Since 2|uv| ≤ u² + v², each bracket is at least (C44 − |D − C44|)(u² + v²). That is not negative for 0 ≤ D ≤ 2C44, and D < 2C44 follows from C11 > C12. Now choose a = Γ⁻¹n. Both a·Γa and a·n equal q, so q − C11q² ≥ 0, or q ≤ 1/C11. This is the value for (001).

**Q:** A texture of intermediate stiffness could still win if its surface energy is low.

**A:** Yes, and the condition can be stated. Let texture k have γ_k and M_k. It loses to both others at h_c if

γ_k − γ111 > (M111 − M_k)ε²h_c = Δγ(M111 − M_k)/(M111 − M001).

Below h_c its disadvantage against (111) is at least as large, because F_k − F111 does not rise with h. Above h_c its disadvantage against (001) does not shrink, because M_k ≥ M001. So a texture excluded at h_c is excluded at every thickness. In particular, one with γ_k ≥ γ001 never beats (001).

**Q:** Put in numbers. I want to see whether the thickness is one that anybody grows.

**A:** Take silver on oxidized silicon, deposited at 100 K and warmed to 300 K. The following are rounded, rough typical values: C11 = 120, C12 = 90 and C44 = 45 GPa, with room-temperature thermal expansion 19×10⁻⁶ per K for the film and 3×10⁻⁶ per K for the substrate. Both coefficients are smaller in the cold, but only their difference enters, and I take it as constant. I assume that the film was unstrained as deposited. Then

ε = (3 − 19)×10⁻⁶ × 200 = −0.0032,

a compression of 0.32 %. The elastic quantities are

K = 120 + 180 = 300 GPa,
D = 90 − 120 + 90 = 60 GPa,
M001 = 300 × 30/120 = 75 GPa,
M111 = 6 × 300 × 45/480 = 169 GPa,
M111 − M001 = 94 GPa.

The stresses are −240 MPa in (001) and −540 MPa in (111).

For the surfaces I assume 1.20 J/m² for (111) and 1.24 for (001), and for the interfaces 0.80 and 0.81. The sums are 2.00 and 2.05 J/m², so Δγ = 0.05 J/m². Since 1 GPa nm = 1 J/m²,

h_c = 0.05/(93.75 × 0.0032²) = 52 nm.

The energies per area, in J/m², are:

h = 26 nm: F111 = 2.045, F001 = 2.070
h = 52 nm: F111 = 2.090, F001 = 2.090
h = 104 nm: F111 = 2.180, F001 = 2.130

For a (110) film, Γn = ½(C11 + C12 + 2C44)n = 150 GPa × n, so M110 = 150(3 − 300/150) = 150 GPa. As a single crystal, or with grains much wider than h, it is excluded if its γ exceeds γ111 by more than 0.05 × 18.75/93.75 = 0.01 J/m². Its in-plane stress is not equibiaxial, so narrow grains rotated about n relax against each other. That can lower the modulus as far as the uniform-stress value, 129 GPa, and raise the margin needed to about 0.02 J/m².

**Q:** Suppose instead that both textures have the same stress. Does the soft one still win?

**A:** Not in a bonded film. With σ given, ε = σ/M and the stored energy is

W = Mε² = σ²/M,

which is larger for the softer crystal. At 300 MPa it is 1.20 MJ/m³ for (001) and 0.53 MJ/m³ for (111). Then (111) has the lower energy in both terms, and no switch occurs. This case arises if growth leaves a different elastic strain in each texture, in inverse proportion to M.

A sheet free to deform under a constant in-plane load is a third case. The load does work 2σε = 2σ²/M per volume, so the energy to minimize is σ²/M − 2σ²/M = −σ²/M, and softness helps again. But that sheet is not held by a substrate. The formula for h_c belongs to equal imposed strain.

**Q:** Your film was unstrained as deposited. Growth itself produces stress.

**A:** It does, and ε must be the total elastic strain. Because h_c varies as 1/ε², a modest growth strain matters. Suppose that both textures acquire 0.1 % during growth, with all else fixed. If it is tensile, the total is −0.22 % and

h_c = 52 × (0.32/0.22)² = 110 nm.

If it is compressive, the total is −0.42 % and h_c = 30 nm. A tensile growth strain of 0.32 % would cancel the thermal strain and remove the switch.

The surface terms also depend on strain. If the surface stresses of the two films, summed over both faces, differ by 1 J/m² (an assumed size), the energy difference changes by 2 × 1 × 0.0032 = 0.0064 J/m². The factor 2 again counts the in-plane directions. That is 13 % of Δγ, with a sign that I do not know.

**Q:** A compression of 540 MPa in silver? It will yield.

**A:** That depends on the grain width d. Let a dislocation with Burgers length b cross a grain on a slip plane whose normal makes an angle φ with n. The slipped area is d h/sin φ. The shear stress τ does work τb on each unit of that area. Dislocation line is left along the interface, length d, and along the two side boundaries, length h/sin φ each. With line energy E per length, slip pays when

τb d h/sin φ ≥ E(d + 2h/sin φ),

τ ≥ (E/b)(sin φ/h + 2/d).

If λ is the angle between the slip direction and n, then τ = M|ε| cos φ cos λ in magnitude. For E I use the isotropic estimate μb² ln(h/b)/[4π(1 − ν)], with shear modulus μ = 30 GPa, ν = 0.37 and b = 0.29 nm. At h = 52 nm, E/b is about 5.7 J/m². This is the value for an edge dislocation and so is on the high side: the interface segment makes 60° with the Burgers vector and the side segments 30°.

For fcc slip on {111} planes along ⟨110⟩, a (111) film has cos φ = 1/3 and cos λ = √(2/3) on its stressed systems. A (001) film has 1/√3 and 1/√2. The strains needed for slip at h = 52 nm are:

d = 52 nm: 0.70 % in (111), 1.01 % in (001)
very wide grains: 0.22 % in (111), 0.29 % in (001)

The imposed 0.32 % lies between the two cases. In this estimate narrow columnar grains stay elastic and very wide ones slip in either texture. The (111) film slips first, when its grains exceed about 260 nm, or five times the thickness. This width is sensitive to E. With anisotropic line energies for the 60° and 30° segments, taken from the elastic constants above, it falls to about 140 nm, and the strains for d = 52 nm fall to 0.52 % and 0.74 %, still above the imposed strain. If it alone relaxes, its energy falls below the F111 used here, so (111) is still favoured at 52 nm. Neighbouring grains of the two textures, each much wider than the film is thick, would thus not both stay elastic in this example. The 52 nm applies to whole films with narrower grains.

**Q:** Silver atoms also move along grain boundaries at room temperature. How long does the strain last?

**A:** A stress σ on a boundary changes the chemical potential there by about σΩ, where Ω is the atomic volume. Relative to the free surface, this gives a gradient of about σΩ/h. For boundary width δ and boundary diffusivity D_b, the volume carried away per second and per length of boundary is

δD_b σΩ/(kT h).

Dividing by the boundary height h gives the speed at which the grains approach, and dividing by d gives the strain rate. Multiplying by M gives the rate of stress loss, so the relaxation time is about

t = kT h²d/(MΩ δD_b).

Take d = h = 52 nm, T = 300 K, M = M111, Ω = 0.41³/4 nm³ and an assumed δD_b = 10⁻³⁰ m³/s. Then t is about 56 hours. Solving for the stress profile along the boundary, with uniform thinning, divides this by 3, to about 19 hours. The diffusivity is the weaker input: 10 kJ/mol more or less in its activation energy changes it by a factor of about 55 at 300 K. With the assumed value the strain survives for hours or days, but a much shorter or longer time is not excluded. The time is proportional to 1/D_b, so faster diffusion on heating shortens it. The estimate also needs a free surface that accepts atoms.

**Q:** Then a 104 nm film kept at room temperature for an hour should turn into (001)?

**A:** The energies do not say that. They give the direction of the driving force, not the rate. At 104 nm the drive per volume is

(F111 − F001)/h = 0.05 J/m² / 104 nm = 0.48 MPa.

Compare it with the pull of grain-boundary curvature. A cylindrical boundary of radius R through the film has energy 2πRhγ_b. Moving it outward by dR adds 2πhγ_b dR and sweeps a volume 2πRh dR, so the opposing pressure is γ_b/R. For an assumed γ_b = 0.4 J/m² and R = 104 nm it is 3.8 MPa, eight times the texture drive. An isolated (001) grain inside a single (111) grain would shrink unless its radius exceeded 0.4 J/m² / 0.48 MPa, or about 0.8 μm. That radius, and the drive itself, assume purely elastic films. By the slip estimate above, (111) grains at this thickness yield once they exceed about 150 nm (about 90 nm with the lower line energies), so in wider grains the drive would change. In a film of many small grains, boundary energy drives growth as well, and strain is a bias on which grains survive.

**Q:** How far, then, should I trust 52 nm for a real silver film?

**A:** As an estimate of scale. The elastic constants and expansion coefficients are rough values for the real materials, and 540 MPa is a high stress for silver. Another uncertain input is Δγ, a small difference between large energies, with an interface part that depends on how the oxide was prepared. At fixed strain, h_c is proportional to Δγ, so doubling Δγ to 0.10 J/m² doubles h_c to 104 nm. I also set the growth strain to zero, and 0.1 % of it moves the result to 30 or 110 nm. Slip in wide grains and diffusion along boundaries act on the strain itself. Dislocations and twins left by growth also store energy in the volume. I left that energy out, and in a real film it may drive a change of texture too.

For choosing a thickness, the formula is useful under stated conditions: D > 0, Δγ > 0, the same known elastic strain in both textures, no slip, no important difference in stored defect energy, and no third texture of low surface energy. A film well below h_c then has no energetic reason to leave (111). A film well above it has a reason to become (001), but may lack the means. In the silver example the no-slip condition also limits how far above: (111) grains as wide as the film is thick slip beyond about 135 nm, or about 95 nm with the lower line energies.
